# Why hydrogen removes dangling-bond levels from the gap of amorphous silicon: verification in Python

```python
# Result under test: hydrogen removes a silicon dangling-bond level from the gap
# if its coupling is strong enough. Energies are in eV, with midgap at zero.
# half_gap D: band edges are -D and +D; h: effective hydrogen 1s energy;
# V: coupling of hydrogen to the dangling hybrid; S: their overlap.
# Two orthogonal orbitals: both levels leave the gap if V^2 > D(D+|h|).
# Chain of hybrids (v1 within an atom, v2 across a bond, D=v2-v1):
# the gap is empty if V^2 > v2(D+|h|).
import numpy as np
from scipy.linalg import eigh, eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.constants import k as boltzmann, e as charge
from pyscf import gto, dft, lib
from pyscf.lo.iao import iao, reference_mol
from pyscf.lo.orth import vec_lowdin

lib.num_threads(1)
rng = np.random.default_rng(7)
v1, v2, h, V = 2.1, 3.0, -1.0, -3.0
D = v2 - v1
cells = 150


def show(label, value, unit="", fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# Two-orbital levels: closed form against diagonalization
root = np.sqrt(h**2 / 4 + V**2)
formula_levels = np.array([h / 2 - root, h / 2 + root])
levels, vectors = np.linalg.eigh(np.array([[0.0, V], [V, h]]))
assert np.allclose(levels, formula_levels, atol=1e-12)

# Edge criterion, with and without overlap, against the actual levels
outcomes = set()
for trial in range(2000):
    hydrogen = rng.uniform(-4, 4)
    coupling = -rng.uniform(0.1, 5)
    overlap = 0.0 if trial % 2 else rng.uniform(0, 0.4)
    pair = eigh([[0, coupling], [coupling, hydrogen]],
                [[1, overlap], [overlap, 1]], eigvals_only=True)
    if min(abs(abs(pair) - D)) < 1e-6:
        continue
    actual = pair[0] < -D and pair[1] > D
    if overlap == 0:
        predicted = coupling**2 > D * (D + abs(hydrogen))
    else:
        predicted = all(E * (E - hydrogen) < (coupling - E * overlap)**2
                        for E in (-D, D))
    assert actual == predicted
    outcomes.add((overlap == 0, bool(actual)))
assert len(outcomes) == 4


# Long chain: the far end finishes on a strong bond and has no end state
def chain_arrays(hydrogen=None, coupling=None):
    site = np.zeros(2 * cells + 1)
    bond = np.tile([v1, v2], cells)
    if hydrogen is not None:
        site = np.r_[hydrogen, site]
        bond = np.r_[coupling, bond]
    return site, bond


def gap_levels(site, bond):
    energies = eigvalsh_tridiagonal(site, bond)
    return energies[abs(energies) < D - 1e-4]


def end_green(E):
    b = E**2 + v2**2 - v1**2
    disc = max(b**2 - 4 * v2**2 * E**2, 0.0)
    return (b + np.sqrt(disc)) / (2 * v2**2 * E)


site, bond = chain_arrays()
bare_energy, bare_state = np.linalg.eigh(
    np.diag(site) + np.diag(bond, 1) + np.diag(bond, -1))
middle = np.argmin(abs(bare_energy))
end_weight = bare_state[0, middle]**2
assert len(gap_levels(site, bond)) == 1
assert abs(bare_energy[middle]) < 1e-10
assert abs(end_weight - (1 - (v1 / v2)**2)) < 1e-8
# End Green function from an explicit sum over chain states
for E in (-0.6, -0.2, 0.3, 0.7):
    explicit = np.sum(bare_state[0]**2 / (E - bare_energy))
    assert abs(explicit - end_green(E)) < 1e-8
assert abs(end_green(D) - 1 / v2) < 1e-6
assert abs(end_green(-D) + 1 / v2) < 1e-6

# Chain threshold, away from the critical point where finite size matters
chain_outcomes = set()
for trial in range(200):
    hydrogen = rng.uniform(-2.5, 2.5)
    coupling = rng.uniform(0.5, 4.5)
    threshold = v2 * (D + abs(hydrogen))
    if abs(coupling**2 / threshold - 1) < 0.1:
        continue
    empty = len(gap_levels(*chain_arrays(hydrogen, coupling))) == 0
    assert empty == (coupling**2 > threshold)
    chain_outcomes.add(empty)
assert len(chain_outcomes) == 2

weak_V = 1.5
weak_levels = gap_levels(*chain_arrays(h, weak_V))
weak_root = brentq(lambda E: E - h - weak_V**2 * end_green(E), 1e-6, D)
assert len(weak_levels) == 1 and abs(weak_levels[0] - weak_root) < 1e-7

site, bond = chain_arrays(h, V)
energy, state = np.linalg.eigh(
    np.diag(site) + np.diag(bond, 1) + np.diag(bond, -1))
below = int(np.sum(energy < -D))
above = int(np.sum(energy > D))
electrons = len(site)
assert below + above == electrons and 2 * below == electrons
weights = state[0, :below]**2
h_population = 2 * weights.sum()
h_mean = np.average(energy[:below], weights=weights)
h_spread = np.sqrt(np.average((energy[:below] - h_mean)**2, weights=weights))

# Random site and bond energies; deep means within half of D from midgap
disorder = 0.1
coupling_disorder = 0.3
deep_before = deep_after = 0
samples = 100
for sample in range(samples):
    site, bond = chain_arrays()
    site = site + rng.normal(0, disorder, len(site))
    bond = bond + rng.normal(0, disorder, len(bond))
    before = eigvalsh_tridiagonal(site, bond)
    after = eigvalsh_tridiagonal(
        np.r_[h, site], np.r_[V + rng.normal(0, coupling_disorder), bond])
    deep_before += int(np.sum(abs(before) < D / 2))
    deep_after += int(np.sum(abs(after) < D / 2))
assert deep_before == samples and deep_after == 0

# Real silicon compound: ideal tetrahedral Si4H10, then remove one hydrogen
directions = np.array([[0, 0, 1],
                       [np.sqrt(8) / 3, 0, -1 / 3],
                       [-np.sqrt(2) / 3, np.sqrt(2 / 3), -1 / 3],
                       [-np.sqrt(2) / 3, -np.sqrt(2 / 3), -1 / 3]])
si_si, si_h = 2.35, 1.48
atoms = [("Si", (0.0, 0.0, 0.0)), ("H", tuple(si_h * directions[0]))]
for i in range(1, 4):
    centre = si_si * directions[i]
    atoms.append(("Si", tuple(centre)))
    for j in range(4):
        if j != i:
            atoms.append(("H", tuple(centre - si_h * directions[j])))


def solve_molecule(atom_list, spin):
    mol = gto.M(atom=atom_list, basis="3-21g", spin=spin, verbose=0)
    mf = dft.UKS(mol) if spin else dft.RKS(mol)
    mf.xc = "pbe"
    mf.grids.level = 1
    mf.conv_tol = 1e-7
    mf.kernel()
    assert mf.converged
    return mol, mf


hartree = 27.211386245988
from scipy.constants import physical_constants
hartree = physical_constants["Hartree energy in eV"][0]
mol, saturated = solve_molecule(atoms, 0)
radical_mol, radical = solve_molecule([atoms[0]] + atoms[2:], 1)
occupied = mol.nelectron // 2
homo, lumo = saturated.mo_energy[occupied - 1:occupied + 1] * hartree
n_alpha, n_beta = radical_mol.nelec
dangling_full = radical.mo_energy[0][n_alpha - 1] * hartree
dangling_empty = radical.mo_energy[1][n_beta] * hartree
assert homo + 0.5 < dangling_full < lumo - 0.5
assert homo + 0.5 < dangling_empty < lumo - 0.5

# Hybrid energies and couplings from orthonormal intrinsic atomic orbitals
local = iao(mol, saturated.mo_coeff[:, saturated.mo_occ > 0])
local = vec_lowdin(local, saturated.get_ovlp())
fock = local.T @ saturated.get_fock() @ local * hartree
labels = reference_mol(mol).ao_labels(fmt=None)


def orbital(atom, shell, axis=""):
    vector = np.zeros(len(labels))
    matches = [i for i, item in enumerate(labels)
               if item[0] == atom and item[2] == shell and item[3] == axis]
    assert len(matches) == 1
    vector[matches[0]] = 1
    return vector


def hybrid(atom, direction, sign):
    p_part = sum(direction[i] * orbital(atom, "3p", "xyz"[i])
                 for i in range(3))
    return sign * orbital(atom, "3s") / 2 + np.sqrt(3) / 2 * p_part


hydrogen = orbital(1, "1s")
phase = max((-1, 1), key=lambda s: abs(
    hybrid(0, directions[0], s) @ fock @ hydrogen))
toward_h = hybrid(0, directions[0], phase)
toward_si = hybrid(0, directions[1], phase)
from_si = hybrid(2, -directions[1], phase)
mol_d = toward_h @ fock @ toward_h
mol_h = hydrogen @ fock @ hydrogen
mol_V = abs(toward_h @ fock @ hydrogen)
mol_v2 = abs(toward_si @ fock @ from_si)
mol_v1 = abs(toward_h @ fock @ toward_si)
mol_pair = np.linalg.eigvalsh([[mol_d, mol_V], [mol_V, mol_h]])
assert mol_pair[0] < homo and mol_pair[1] > lumo

# Inputs and results
show("Model gap", 2 * D, "eV")
show("Coupling within silicon atom v1", v1, "eV")
show("Coupling across silicon bond v2", v2, "eV")
show("Effective hydrogen energy h", h, "eV")
show("Hydrogen coupling magnitude", abs(V), "eV")
show("Two-level bonding energy", levels[0], "eV")
show("Two-level antibonding energy", levels[1], "eV")
show("Hydrogen weight in bonding level", vectors[1, 0]**2)
show("Two-level critical coupling", np.sqrt(D * (D + abs(h))), "eV")
show("Chain critical coupling", np.sqrt(v2 * (D + abs(h))), "eV")
show("Bare end-state weight on dangling hybrid", end_weight)
show("Weak coupling tested", weak_V, "eV")
show("Gap level left by weak coupling", weak_levels[0], "eV")
show("Chain orbitals with hydrogen", electrons, fmt="d")
show("Chain levels below gap", below, fmt="d")
show("Chain levels above gap", above, fmt="d")
show("Electrons on hydrogen in chain", h_population)
show("Mean energy of occupied hydrogen weight", h_mean, "eV")
show("RMS energy spread of that weight", h_spread, "eV")
show("Lower edge of chain valence band", -v1 - v2, "eV")

# Neglected effects, with rough material inputs
S = 0.2
overlap_levels = eigh([[0, V], [V, h]], [[1, S], [S, 1]], eigvals_only=True)
assert overlap_levels[0] < -D and overlap_levels[1] > D
show("Overlap tested", S)
show("Bonding energy with overlap", overlap_levels[0], "eV")
show("Antibonding energy with overlap", overlap_levels[1], "eV")
show("RMS site and bond disorder", disorder, "eV")
show("RMS hydrogen-coupling disorder", coupling_disorder, "eV")
show("Disordered chains", samples, fmt="d")
show("Deep levels before hydrogen", deep_before, fmt="d")
show("Deep levels after hydrogen", deep_after, fmt="d")
repulsion = 0.3
show("Rough dangling-bond repulsion", repulsion, "eV")
show("Repulsion divided by model gap", repulsion / (2 * D))
barrier, attempt_rate = 2.5, 1e13
show("Rough hydrogen-release barrier", barrier, "eV")
show("Rough attempt rate", attempt_rate, "1/s", ".1e")
for temperature in (300, 500, 800):
    thermal = boltzmann * temperature / charge
    show(f"Thermal energy at {temperature} K", thermal, "eV", ".4f")
    show(f"Release time at {temperature} K",
         np.exp(barrier / thermal) / attempt_rate, "s", ".1e")
silicon_density, hydrogen_ratio, defect_density = 5e22, 0.10, 1e19
hydrogen_density = silicon_density * hydrogen_ratio
show("Rough dangling-bond density", defect_density, "cm^-3", ".1e")
show("Rough hydrogen density", hydrogen_density, "cm^-3", ".1e")
show("Hydrogen needed for dangling bonds",
     100 * defect_density / hydrogen_density, "%", ".2f")

# Molecular levels and local parameters
show("Si4H10 highest occupied level", homo, "eV")
show("Si4H10 lowest empty level", lumo, "eV")
show("Si4H9 occupied dangling level", dangling_full, "eV")
show("Si4H9 empty dangling level", dangling_empty, "eV")
show("Si4H10 local silicon hybrid energy", mol_d, "eV")
show("Si4H10 local hydrogen energy", mol_h, "eV")
show("Si4H10 Si-H coupling magnitude", mol_V, "eV")
show("Si4H10 Si-Si coupling magnitude", mol_v2, "eV")
show("Si4H10 within-atom coupling magnitude", mol_v1, "eV")
show("Si4H10 local bonding energy", mol_pair[0], "eV")
show("Si4H10 local antibonding energy", mol_pair[1], "eV")
print("no test failed")
```

Output:

```
Model gap: 1.800 eV
Coupling within silicon atom v1: 2.100 eV
Coupling across silicon bond v2: 3.000 eV
Effective hydrogen energy h: -1.000 eV
Hydrogen coupling magnitude: 3.000 eV
Two-level bonding energy: -3.541 eV
Two-level antibonding energy: 2.541 eV
Hydrogen weight in bonding level: 0.582
Two-level critical coupling: 1.308 eV
Chain critical coupling: 2.387 eV
Bare end-state weight on dangling hybrid: 0.510
Weak coupling tested: 1.500 eV
Gap level left by weak coupling: 0.631 eV
Chain orbitals with hydrogen: 302
Chain levels below gap: 151
Chain levels above gap: 151
Electrons on hydrogen in chain: 1.190
Mean energy of occupied hydrogen weight: -3.310 eV
RMS energy spread of that weight: 1.075 eV
Lower edge of chain valence band: -5.100 eV
Overlap tested: 0.200
Bonding energy with overlap: -2.959 eV
Antibonding energy with overlap: 3.168 eV
RMS site and bond disorder: 0.100 eV
RMS hydrogen-coupling disorder: 0.300 eV
Disordered chains: 100
Deep levels before hydrogen: 100
Deep levels after hydrogen: 0
Rough dangling-bond repulsion: 0.300 eV
Repulsion divided by model gap: 0.167
Rough hydrogen-release barrier: 2.500 eV
Rough attempt rate: 1.0e+13 1/s
Thermal energy at 300 K: 0.0259 eV
Release time at 300 K: 1.0e+29 s
Thermal energy at 500 K: 0.0431 eV
Release time at 500 K: 1.6e+12 s
Thermal energy at 800 K: 0.0689 eV
Release time at 800 K: 5.6e+02 s
Rough dangling-bond density: 1.0e+19 cm^-3
Rough hydrogen density: 5.0e+21 cm^-3
Hydrogen needed for dangling bonds: 0.20 %
Si4H10 highest occupied level: -7.015 eV
Si4H10 lowest empty level: -0.484 eV
Si4H9 occupied dangling level: -5.255 eV
Si4H9 empty dangling level: -3.896 eV
Si4H10 local silicon hybrid energy: -2.542 eV
Si4H10 local hydrogen energy: -3.540 eV
Si4H10 Si-H coupling magnitude: 7.016 eV
Si4H10 Si-Si coupling magnitude: 5.317 eV
Si4H10 within-atom coupling magnitude: 1.051 eV
Si4H10 local bonding energy: -10.074 eV
Si4H10 local antibonding energy: 3.992 eV
no test failed
```
